# The tensor operator S12 in coupled spin-triplet states

## Problem

Two spin-1/2 particles are separated along the unit vector $\mathbf n$. Their tensor operator is

$$S_{12}=3(\boldsymbol\sigma_1\cdot\mathbf n)(\boldsymbol\sigma_2\cdot\mathbf n)-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2 .$$

Find its expectation values in the states $^3P_0$, $^3P_1$ and $^3P_2$, and its matrix element between $^3S_1$ and $^3D_1$.

The notation $^3L_J$ means total spin $S=1$, orbital angular momentum $L$ and total angular momentum $J$, with projection $M$. Angular momenta are in units of $\hbar$. Since $S_{12}$ contains no distance, the radial functions are left out and the states are normalized functions of spin and direction. They are built with Clebsch-Gordan coefficients, in the order $L$ then $S$, from spherical harmonics with the Condon-Shortley phase.

## A tempting solution

Write the operator in components:

$$S_{12}=\sum_{ij}(3n_in_j-\delta_{ij})\,\sigma_{1i}\sigma_{2j}.$$

It is unchanged when spins and directions are rotated together, so its expectation value in a level $^3L_J$ does not depend on $M$. We may therefore average over the $2J+1$ values of $M$. After this averaging no direction in space is preferred, and the probability density of $\mathbf n$ is uniform over the sphere. For a uniform density $\langle n_in_j\rangle=\delta_{ij}/3$, so that

$$\langle 3n_in_j-\delta_{ij}\rangle=0 .$$

All three $P$-state values would then vanish. The $S$–$D$ element would vanish too, because the averaged operator contains no angles and the two orbital functions are orthogonal.

## Where it fails

The first statements are correct: the expectation value is independent of $M$, and the $M$-averaged density is uniform. The fault is in the next step, which replaces the average of a product by a product of averages:

$$\langle n_in_j\,\sigma_{1i}\sigma_{2j}\rangle\;\to\;\langle n_in_j\rangle\,\langle\sigma_{1i}\sigma_{2j}\rangle .$$

This is allowed if the spin state is the same for every $\mathbf n$. In the $M$-averaged level it generally is not: coupling $L$ and $S$ to a definite $J$ ties the spin state to the direction. A single state can still be a product, as $^3P_2$ with $M=2$ is, but the density of that state is not uniform; averaging over the five values of $M$ makes the density uniform and leaves a spin state that depends on $\mathbf n$. The $S$ wave is different: there the density is uniform and the spin state is the same for every $\mathbf n$. A uniform density says how often each $\mathbf n$ occurs, but not which spin state accompanies it. When the density is uniform, a nonzero mean of $S_{12}$ can come only from this correlation between spin and direction.

For the $S$–$D$ element the error is more direct. The operator was averaged over angles before it acted on the state, which removed the angular dependence that can turn an $S$ wave into a $D$ wave.

The right calculation must keep the spin state as a function of $\mathbf n$.

## The operator in terms of total spin

Let $\mathbf S=(\boldsymbol\sigma_1+\boldsymbol\sigma_2)/2$. For each particle $(\boldsymbol\sigma\cdot\mathbf n)^2=1$, and the two spins commute, so

$$(\mathbf S\cdot\mathbf n)^2=\tfrac14\left[2+2(\boldsymbol\sigma_1\cdot\mathbf n)(\boldsymbol\sigma_2\cdot\mathbf n)\right].$$

Hence $(\boldsymbol\sigma_1\cdot\mathbf n)(\boldsymbol\sigma_2\cdot\mathbf n)=2(\mathbf S\cdot\mathbf n)^2-1$. In the same way, $\boldsymbol\sigma^2=3$ for each particle gives

$$\mathbf S^2=\tfrac14(6+2\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2),\qquad \boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=2\mathbf S^2-3 .$$

Inserting both results, the constants $-3$ and $+3$ cancel:

$$S_{12}=6(\mathbf S\cdot\mathbf n)^2-2\mathbf S^2 .$$

On the singlet both terms vanish. On the triplet $\mathbf S^2=2$. The operator commutes with $\mathbf S^2$ and with the total angular momentum $\mathbf J$, and it is unchanged by $\mathbf n\to-\mathbf n$. It therefore conserves $S$, $J$, $M$ and parity $(-1)^L$, but it need not conserve $L$.

## Triplet states as vector fields

With $\uparrow$ and $\downarrow$ referring to the $z$ axis, define three orthonormal triplet states:

$$|e_x\rangle=\frac{|\downarrow\downarrow\rangle-|\uparrow\uparrow\rangle}{\sqrt2},\quad
|e_y\rangle=\frac{i(|\uparrow\uparrow\rangle+|\downarrow\downarrow\rangle)}{\sqrt2},\quad
|e_z\rangle=\frac{|\uparrow\downarrow\rangle+|\downarrow\uparrow\rangle}{\sqrt2}.$$

They satisfy

$$S_a|e_b\rangle=i\sum_c\epsilon_{abc}|e_c\rangle .$$

For $S_z$ this is read off directly: $|\uparrow\uparrow\rangle$ and $|\downarrow\downarrow\rangle$ have eigenvalues $1$ and $-1$, so $S_z|e_x\rangle=-(|\uparrow\uparrow\rangle+|\downarrow\downarrow\rangle)/\sqrt2=i|e_y\rangle$, then $S_z|e_y\rangle=i(|\uparrow\uparrow\rangle-|\downarrow\downarrow\rangle)/\sqrt2=-i|e_x\rangle$, and $S_z|e_z\rangle=0$.

For the other components use $S_\pm=S_x\pm iS_y$, with $S_+|\downarrow\downarrow\rangle=S_-|\uparrow\uparrow\rangle=\sqrt2|e_z\rangle$, $S_+|e_z\rangle=\sqrt2|\uparrow\uparrow\rangle$ and $S_-|e_z\rangle=\sqrt2|\downarrow\downarrow\rangle$. Then $S_x=(S_++S_-)/2$ gives

$$S_x|e_x\rangle=0,\quad S_x|e_y\rangle=i|e_z\rangle,\quad S_x|e_z\rangle=-i|e_y\rangle,$$

and $S_y=(S_+-S_-)/(2i)$ gives

$$S_y|e_x\rangle=-i|e_z\rangle,\quad S_y|e_y\rangle=0,\quad S_y|e_z\rangle=i|e_x\rangle .$$

All nine cases agree with the rule.

A triplet wave function is now $\sum_b v_b(\mathbf n)|e_b\rangle/\sqrt{4\pi}$, that is, a vector field $\mathbf v(\mathbf n)$ on the sphere. It is normalized when $\langle|\mathbf v|^2\rangle=1$, where from here on $\langle\cdots\rangle$ around a function of $\mathbf n$ is the uniform average over the sphere. The rule for $S_a$ gives

$$(\mathbf S\cdot\mathbf n)\,\mathbf v=i\,\mathbf n\times\mathbf v .$$

Applying it twice, with $i^2=-1$ and $\mathbf n\times(\mathbf n\times\mathbf v)=\mathbf n(\mathbf n\cdot\mathbf v)-\mathbf v$,

$$(\mathbf S\cdot\mathbf n)^2\mathbf v=\mathbf v-\mathbf n(\mathbf n\cdot\mathbf v).$$

Therefore $S_{12}\mathbf v=6[\mathbf v-\mathbf n(\mathbf n\cdot\mathbf v)]-4\mathbf v$, or

$$S_{12}\mathbf v=2\mathbf v-6\,\mathbf n(\mathbf n\cdot\mathbf v). \qquad (1)$$

A field along $\mathbf n$ is multiplied by $-4$. It describes a spin with projection zero on the line joining the particles. A field perpendicular to $\mathbf n$ is multiplied by $2$. It describes a spin with projection $+1$ or $-1$ on that line, or a superposition of the two. The expectation value follows from the share of the field that lies along $\mathbf n$:

$$\langle S_{12}\rangle_{\mathbf v}=2-6\,\frac{\langle|\mathbf n\cdot\mathbf v|^2\rangle}{\langle|\mathbf v|^2\rangle}. \qquad (2)$$

The tempting solution amounts to setting this share to $1/3$ in every state.

## The three P states

A $P$ wave is linear in $\mathbf n$, so its field is $v_i=\sum_jA_{ij}n_j$ with a constant $3\times3$ matrix $A$. The operator $\mathbf J$ rotates the arrows and the directions together, which changes $A$ to $RAR^{T}$ for a rotation matrix $R$. Three sets of matrices are each mapped into themselves: multiples of the unit matrix, antisymmetric matrices, and symmetric traceless matrices. Their dimensions are 1, 3 and 5. Coupling $L=1$ with $S=1$ gives $J=0,1,2$ once each, also with dimensions 1, 3 and 5, so the sets correspond to $J=0,1,2$ in this order.

**$^3P_0$.** The field is $\mathbf v=\mathbf n$. It lies along $\mathbf n$ everywhere, and (1) gives $S_{12}\mathbf n=2\mathbf n-6\mathbf n$:

$$\langle{}^3P_0|S_{12}|{}^3P_0\rangle=-4 .$$

The density $|\mathbf n|^2=1$ is uniform even without averaging over $M$, yet the result is far from zero. The spin state turns with $\mathbf n$ so that its projection on $\mathbf n$ stays zero.

**$^3P_1$.** An antisymmetric matrix acts as a cross product, so $\mathbf v=\mathbf n\times\mathbf a$ with a constant vector $\mathbf a$. Then $\mathbf n\cdot\mathbf v=0$ and (1) gives $S_{12}\mathbf v=2\mathbf v$:

$$\langle{}^3P_1|S_{12}|{}^3P_1\rangle=2 .$$

**$^3P_2$.** The field is $\mathbf v=Q\mathbf n$ with $Q$ symmetric and traceless. Because the expectation value is the same for every state of the level, $Q$ may be taken real. Two averages are needed. By symmetry $\langle n_in_j\rangle$ is a multiple of $\delta_{ij}$, and its trace is 1, so $\langle n_in_j\rangle=\delta_{ij}/3$. The average of four components must be invariant under rotations and symmetric in all indices:

$$\langle n_in_jn_kn_l\rangle=C(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).$$

Setting $i=j$, $k=l$ and summing gives $1=C(9+3+3)$, so $C=1/15$. Hence

$$\langle|Q\mathbf n|^2\rangle=\langle\mathbf n\cdot Q^2\mathbf n\rangle=\tfrac13\operatorname{tr}Q^2,$$

$$\langle(\mathbf n\cdot Q\mathbf n)^2\rangle=\tfrac1{15}\left[(\operatorname{tr}Q)^2+2\operatorname{tr}Q^2\right]=\tfrac2{15}\operatorname{tr}Q^2 .$$

The share along $\mathbf n$ is $(2/15)/(1/3)=2/5$, and (2) gives

$$\langle{}^3P_2|S_{12}|{}^3P_2\rangle=2-\frac{12}{5}=-\frac25 .$$

The state with $M=2$ provides a check by another route. It is $Y_{11}|\uparrow\uparrow\rangle$, with density $3\sin^2\theta/(8\pi)$. Since $|\uparrow\uparrow\rangle$ corresponds to the constant vector $-(\hat{\mathbf x}+i\hat{\mathbf y})/\sqrt2$, for which $|\mathbf n\cdot\mathbf v|^2=\tfrac12\sin^2\theta$, the spin expectation value at fixed $\mathbf n$ is $2-3\sin^2\theta=3\cos^2\theta-1$. With $u=\cos\theta$, the mean of $\cos^2\theta$ in this density is

$$\frac34\int_{-1}^{1}(1-u^2)u^2\,du=\frac34\left(\frac23-\frac25\right)=\frac15,$$

and $3/5-1=-2/5$, as before.

## The element between S and D waves

The field of $^3S_1$ is a constant unit vector $\mathbf a$, which may be complex. Equation (1) gives

$$S_{12}\mathbf a=2\mathbf a-6\mathbf n(\mathbf n\cdot\mathbf a)=-2\mathbf w,\qquad \mathbf w=3\mathbf n(\mathbf n\cdot\mathbf a)-\mathbf a .$$

The components of $\mathbf w$ are combinations of $3n_in_j-\delta_{ij}$, which are pure $L=2$ functions. Since $\mathbf w=-\tfrac12S_{12}\mathbf a$ and $S_{12}$ conserves $J$ and $M$, the field has the same $J=1$ and $M$ as $\mathbf a$. It is thus a $^3D_1$ field. Its norm follows from

$$|\mathbf w|^2=9|\mathbf n\cdot\mathbf a|^2-6|\mathbf n\cdot\mathbf a|^2+1=3|\mathbf n\cdot\mathbf a|^2+1,$$

whose average is $3\cdot\tfrac13+1=2$. The normalized $D$ field is $\pm\mathbf w/\sqrt2$, and the sign must be taken from the phase convention.

Take $M=1$. The $S$ state is $Y_{00}|\uparrow\uparrow\rangle$, so $\mathbf a=-(\hat{\mathbf x}+i\hat{\mathbf y})/\sqrt2$. Write the $D$ state, with $|m_S\rangle$ for the triplet spin states, as

$$\alpha Y_{22}|{-1}\rangle+\beta Y_{21}|0\rangle+\gamma Y_{20}|1\rangle .$$

It has the highest $M$ for $J=1$, so $J_+=L_++S_+$ must annihilate it. With $L_+Y_{21}=2Y_{22}$, $L_+Y_{20}=\sqrt6\,Y_{21}$ and $S_+|{-1}\rangle=\sqrt2|0\rangle$, $S_+|0\rangle=\sqrt2|1\rangle$, the coefficients of $Y_{22}|0\rangle$ and $Y_{21}|1\rangle$ give

$$\sqrt2\,\alpha+2\beta=0,\qquad \sqrt2\,\beta+\sqrt6\,\gamma=0 .$$

Thus $\beta=-\alpha/\sqrt2$ and $\gamma=\alpha/\sqrt6$. The Clebsch-Gordan convention makes $\alpha$ positive, so $\gamma$ is positive. The $|\uparrow\uparrow\rangle$ component of the $D$ state is then a positive multiple of $3\cos^2\theta-1$. The same component of $\mathbf w$ is

$$\mathbf a^*\cdot\mathbf w=3|\mathbf n\cdot\mathbf a|^2-1=\tfrac32\sin^2\theta-1=-\tfrac12(3\cos^2\theta-1).$$

The signs are opposite, so the conventional state is $\mathbf v_D=-\mathbf w/\sqrt2$. Substituting $\mathbf w=-\sqrt2\,\mathbf v_D$,

$$S_{12}\mathbf a=2\sqrt2\,\mathbf v_D,\qquad \langle{}^3D_1|S_{12}|{}^3S_1\rangle=\sqrt8\approx2.828 .$$

If an extra factor $i^L$ is included in the orbital functions, the $D$ state changes sign and the element becomes $-\sqrt8$. Physical results do not change, since the $D$ amplitude in any given state changes sign as well.

The result contains no $S$ wave, so $\langle{}^3S_1|S_{12}|{}^3S_1\rangle=0$. Here the tempting argument gives the right diagonal value, because the spin state of an $S$ wave does not depend on $\mathbf n$.

## Which states are eigenstates

For $^3P_0$ and $^3P_1$ the field was reproduced up to a factor, so $-4$ and $2$ are eigenvalues. For $^3P_2$ the value $-2/5$ is an expectation value. At each $\mathbf n$ the eigenvalues of $S_{12}$ on the triplet are $-4,2,2$, so $(S_{12}-2)(S_{12}+4)=0$, or

$$S_{12}^2=8-2S_{12}. \qquad (3)$$

The number $-2/5$ does not satisfy this equation. A triplet with $J=2$ and odd parity can have $L=1$ or $L=3$, so $S_{12}$ must couple $^3P_2$ to $^3F_2$. Let $c$ be that element. The expectation value of (3) in $^3P_2$ reads

$$\left(-\tfrac25\right)^2+|c|^2=8+\tfrac45,\qquad |c|^2=\tfrac{216}{25},\qquad |c|=\tfrac{6\sqrt6}{5}\approx2.939 .$$

The coupling is much larger than the diagonal value.

For $J=1$ and even parity the partners are $^3S_1$ and $^3D_1$. Let $d$ be the diagonal element in $^3D_1$. The $D$–$S$ element of (3) is $\sqrt8\cdot0+d\sqrt8=-2\sqrt8$, so $d=-2$ and

$$S_{12}=\begin{pmatrix}0&\sqrt8\\ \sqrt8&-2\end{pmatrix}\quad\text{in the order }{}^3S_1,\,{}^3D_1 .$$

Its trace is $-2$ and its determinant $-8$, so its eigenvalues are $2$ and $-4$. For eigenvalue 2 the first row requires $\sqrt8\,c_D=2c_S$, hence $c_D^2=c_S^2/2$, and the $D$ weight is $1/3$. This mixture is the field proportional to $\mathbf a-\mathbf n(\mathbf n\cdot\mathbf a)$, which is perpendicular to $\mathbf n$ everywhere.

## Numerical example

Let the interaction be $V_T(r)S_{12}$, and let the radial average of $V_T$ be $1.5$ MeV, a round model value taken equal for the three $^3P_J$ levels. To first order the shifts are

$$\begin{aligned}
{}^3P_0:&\quad 1.5\times(-4)=-6.0\ \text{MeV},\\
{}^3P_1:&\quad 1.5\times2=3.0\ \text{MeV},\\
{}^3P_2:&\quad 1.5\times(-0.4)=-0.6\ \text{MeV}.
\end{aligned}$$

The shifts are not monotonic in $J$. Weighted with the number of states in each level, they add to zero:

$$1(-6.0)+3(3.0)+5(-0.6)=0 .$$

This is what remains true of the averaging argument. Summing over all nine $P$ states removes the correlation between spin and direction: every spin state then occurs equally at each $\mathbf n$, and the sum of the local eigenvalues is $-4+2+2=0$. The cancellation holds for the complete set of levels, not for each level by itself. It also uses the equal radial averages assumed here: for averages $V_0,V_1,V_2$ in the three levels the weighted sum is $-4V_0+6V_1-2V_2$, which in general is not zero. The unperturbed $F$ levels are assumed to lie at energies different from the $P$ level. The coupling to $^3F_2$ then enters the energies from second order on and is left out. If an $F$ level were degenerate with the $P$ level, this coupling would already act at first order.

Now take a $J=1$ state with $D$ weight $P_D=0.05$, real amplitudes and the same radial function in both waves. For amplitudes $\sqrt{1-P_D}$ and $\pm\sqrt{P_D}$, the matrix above gives

$$\langle S_{12}\rangle=\pm2\sqrt8\sqrt{P_D(1-P_D)}-2P_D .$$

With the plus sign this is $1.2329-0.1000=1.1329$, and with the minus sign $-1.2329-0.1000=-1.3329$. A five per cent admixture thus produces a value of order one, although the pure $S$ wave gives zero. The reason is that the interference term grows as $\sqrt{P_D}$ for small $P_D$, while the $D$ wave's own contribution grows as $P_D$. If the radial functions differ, the interference term is multiplied by their overlap; for the energy, each term instead needs its own radial integral with $V_T(r)$.

The numerical check checks the matrix elements for all values of $M$ by integrating over the sphere, with states built from Clebsch-Gordan coefficients.

## Table of computed values

```
Elements of S12 from quadrature over the sphere
<3S1|S12|3S1>: 0.000000 dimensionless
<3P0|S12|3P0>: -4.000000 dimensionless
<3P1|S12|3P1>: 2.000000 dimensionless
<3P2|S12|3P2>: -0.400000 dimensionless
<3D1|S12|3D1>: -2.000000 dimensionless
<3F2|S12|3F2>: -1.600000 dimensionless
<3D1|S12|3S1>: 2.828427 dimensionless
<3F2|S12|3P2>: 2.939388 dimensionless
largest deviation from derived values below 1e-11
number of coupled states compared: 20
J=1 even-parity block, lower eigenvalue: -4.000000 dimensionless
J=1 even-parity block, upper eigenvalue: 2.000000 dimensionless
D weight in the upper J=1 eigenvector: 0.333333 dimensionless
J=2 odd-parity block, lower eigenvalue: -4.000000 dimensionless
J=2 odd-parity block, upper eigenvalue: 2.000000 dimensionless
Worked example
radial average of tensor potential: 1.50 MeV
first-order shift of 3P0: -6.000 MeV
first-order shift of 3P1: 3.000 MeV
first-order shift of 3P2: -0.600 MeV
(2J+1)-weighted sum of shifts: 0.000 MeV
D-wave weight of mixed J=1 state: 0.05 dimensionless
<S12>, positive relative sign: 1.1329 dimensionless
<S12>, negative relative sign: -1.3329 dimensionless
part of <S12> from D wave alone: -0.1000 dimensionless
interference part, positive sign: 1.2329 dimensionless
```
